Brooks's Effective Screening Density in Partly Ionised, Compensated n-Type Semiconductors, part 2

When some donors in an n-type semiconductor are neutral, which density sets the screening length λ = 1/q of a fixed charge? There are N_D donors and N_A acceptors per volume, and n free electrons. A donor binds at most one electron, and p is the ionised fraction of the donors. Every acceptor carries −e, with e > 0. Energies and the chemical potential μ are measured from the unperturbed conduction-band edge. The free electrons are non-degenerate, with M valleys of density-of-states mass m = (m_l m_t²)^(1/3). Donor level i has g_i states and binding energy E_i. With K = N_c/Z, the uniform neutral crystal has

n = N_c exp(μ/k_BT),  N_c = 2M[m k_BT/(2πħ²)]^(3/2).  (2)

p = 1/[1 + Z exp(μ/k_BT)],  Z = Σ_i g_i exp(E_i/k_BT).  (3)

n = 2K(N_D − N_A)/{N_A + K + √[(N_A + K)² + 4K(N_D − N_A)]}.  (6)

A weak, smooth, static potential gives an electron the energy w(r), and locally μ becomes μ − w. The donor response and the effective screening density n* are

dp/dμ = −p(1−p)/k_BT.  (9)

n* = n + N_D p(1−p).  (12)

In a neutral region this becomes

n* = n + (n + N_A)[1 − (n + N_A)/N_D].  (13)

With acceptors present, as n tends to zero,

n* → N_A(1 − N_A/N_D).  (20)

For one fixed charge −e at the origin, with ε the static permittivity without the mobile charges,

∇²w − q²w = −(e²/ε)δ(r).  (15)

w(r) = A exp(−r/λ)/r,  A = e²/(4πε).  (16)

q² = 4πA n*/k_BT.  (17)

If the donor charges are frozen, n replaces n*.

Two earlier checks reappear in the closing output: (13) agreed with a numerical charge derivative to 2.6×10⁻⁴, and counting a fixed number of electrons over donor sites gave a response of 0.24036 per site, against p(1−p) = 0.24032.

The example is silicon at 60 K with N_D = 10¹⁵ cm⁻³ and N_A = 2×10¹⁴ cm⁻³.

## 2. Silicon at 60 K: screening length, scattering and limits

The symbols from the first half are these. N_D and N_A are the donor and acceptor densities, n is the free-electron density, and p = (n+N_A)/N_D is the ionised fraction of the donors. The effective density is n* = n + N_D p(1−p). The screening length is λ = 1/q with q² = 4πA n*/k_BT, where A = e²/(4πε). An electron near a fixed charge −e has the energy w = A exp(−r/λ)/r. These results assume a weak, smooth, static potential, non-degenerate electrons and donors in equilibrium.

Take silicon with N_D = 10¹⁵ cm⁻³ phosphorus donors and N_A = 2×10¹⁴ cm⁻³ acceptors at 60 K. The relative permittivity is 11.7. The six valleys have masses of 0.98 and 0.19 electron masses, which give m = 0.328 electron masses. The donor ground level has 2 states at a binding energy of 45 meV. Two higher levels have 6 states at 34 meV and 4 states at 33 meV. These material parameters are rough typical values. With level energies of 45.6, 33.9 and 32.6 meV instead, n at 60 K would be about 3% lower and λ about 1% longer. A longitudinal mass of 0.916 and the omitted higher excited donor levels would lower n by about another 3%, and a low-temperature permittivity of 11.45 would shorten λ by 1%, so the further digits below serve only to make the arithmetic traceable.

At 60 K, k_BT = 5.170 meV. Equation (2) gives N_c = 2.533×10¹⁸ cm⁻³, and the level sum in (3) gives Z = 1.872×10⁴. Their quotient is K = 1.353×10¹⁴ cm⁻³. In (6), N_A + K = 3.353×10¹⁴ cm⁻³, and the square root is 7.385×10¹⁴ cm⁻³. Therefore

n = 2(1.353×10¹⁴)(8×10¹⁴)/(10.738×10¹⁴) cm⁻³ = 2.016×10¹⁴ cm⁻³.

The ionised donor density is 4.016×10¹⁴ cm⁻³, so p = 0.4016. The donor term is

10¹⁵ × 0.4016 × 0.5984 cm⁻³ = 2.403×10¹⁴ cm⁻³.

Hence n* = 4.419×10¹⁴ cm⁻³, which is 2.19 times n. The donors provide 54% of the linear screening charge.

For the length, A = 0.1231 eV nm and n* = 4.419×10⁻⁷ nm⁻³. Equation (17) gives

λ² = 5.170×10⁻³/(4π × 0.1231 × 4.419×10⁻⁷) nm² ≈ 7560 nm²,

or λ = 87.0 nm. With frozen donors, n replaces n* and the length is 128.8 nm.

At the same doping, the temperature changes n, n* and λ as follows:

- 30 K: n = 4.65×10¹⁰ cm⁻³, n* = 1.60×10¹⁴ cm⁻³, λ = 102 nm.
- 60 K: n = 2.02×10¹⁴ cm⁻³, n* = 4.42×10¹⁴ cm⁻³, λ = 87 nm.
- 100 K: n = 7.00×10¹⁴ cm⁻³, n* = 7.90×10¹⁴ cm⁻³, λ = 84 nm.
- 300 K: n = 7.99×10¹⁴ cm⁻³, n* = 8.00×10¹⁴ cm⁻³, λ = 145 nm.

At 30 K, n* has nearly reached the limit (20), although n has fallen by more than three orders of magnitude from its value at 60 K. These are values of the uniform model. At 30 K, the level spread and the ion correlations discussed below can raise n by a factor of roughly 2, between about 1.8 and 2.5 depending on how they are estimated. A Gaussian spread from independent ions would lower n* by about 8%, but that estimate ignores the correlation of the charges and overstates the reduction. The length does not vary in one direction because λ² is proportional to T/n*. From 30 to 40 K, n* changes little, and λ rises to about 115 nm. As more donors ionise, n* grows faster than T, and λ falls to a minimum of about 78 nm between 75 and 80 K. Above that, n* levels off towards its value at full ionisation, so the factor T makes λ larger again.

The linear law must fail close to an ion, where w is large. Without linearisation, the energy around a fixed acceptor obeys

∇²w = 4πA{n[1 − exp(−w/k_BT)] + N_D[p(μ−w) − p(μ)]},  r > 0,  (21)

with rw → A at the origin. The unscreened energy A/r equals k_BT at 23.8 nm, which is 0.274λ. In the linear solution, the share of the screening charge within a radius r is

∫₀^(r/λ) x exp(−x) dx = 1 − (1 + r/λ)exp(−r/λ).  (22)

At r/λ = 0.274 this is 3%. Most of the screening charge therefore lies farther out, where linear response is more suitable.

The numerical solution of (21) supports this estimate. At r = 4λ, the potential of the acceptor is 1.024 times the linear one. The direction of the change follows from the second-order terms. The free-electron source contains −n(w/k_BT)²/2. For the donors, (9) gives the second-order term +N_D p(1−p)(1−2p)(w/k_BT)²/2. The sum of the two coefficients, before division by 2, is

−2.016×10¹⁴ + 2.403×10¹⁴ × (1 − 2×0.4016) cm⁻³ ≈ −1.54×10¹⁴ cm⁻³.

To this order the response is weaker than the linear one, and the distant potential is larger.

As a test of the linear length, the charge was reduced until A/(λk_BT) = 10⁻³. Its distant potential at r = 4λ was then 1.0001 times the linear result with moving donors. With frozen donors, n in place of n*, and the same value of A/(λk_BT), the ratio was 1.0003. The calculation for a real charge applies to an acceptor, which repels electrons. Around a fixed positive ion, the classical density n exp[A/(rk_BT)] grows too fast near the origin to be integrated, so a quantum treatment of the inner region is required.

The effect of λ on scattering can be calculated for one acceptor. Let an electron have an isotropic mass m, wave number k and energy E = ħ²k²/2m. For a momentum change ħQ, the Fourier transform of (15) gives (Q² + q²)w_Q = 4πA. The Born amplitude is −m w_Q/(2πħ²), or

f = −(2mA/ħ²)/(Q² + q²).  (23)

For elastic scattering through an angle θ, Q² = 2k²(1−cos θ). Loss of forward momentum introduces the factor 1−cos θ in the transport cross-section. With v = 1−cos θ,

σ = 2π(2mA/ħ²)² ∫₀² v dv/(q² + 2k²v)².  (24)

Set y = 2k²v/q² and b = 4k²/q². Then v dv = q⁴y dy/(4k⁴), while the denominator becomes q⁴(1+y)². The factors q⁴ cancel. Since y/(1+y)² = 1/(1+y) − 1/(1+y)², the integral in (24) is

(1/4k⁴)[ln(1+b) − b/(1+b)].

The definition of E gives 2mA/ħ² = k²A/E. Inserting this removes the remaining powers of k:

σ = (π/2)(A/E)²[ln(1+b) − b/(1+b)].  (25)

For large b, a change of n* enters mainly through a logarithm. At E = 3k_BT = 15.51 meV, k = 0.3656 nm⁻¹. Then b = 4044 with moving donors and 8864 with frozen donors. The prefactor in (25) is about 99 nm², and the brackets are 7.31 and 8.09. The cross-sections are 722 and 800 nm². At this energy the donor term reduces the Born cross-section by 10% relative to the frozen case, although it shortens the screening length by 32%.

The Born approximation itself is doubtful here. The Coulomb strength relative to the electron velocity ħk/m is mA/(ħ²k) = Ak/(2E) = 1.45, which is not small. A calculation with phase shifts δ_l avoids this approximation for the potential (16). The scattering amplitude is

f = (1/k)Σ_l (2l+1)exp(iδ_l) sin δ_l P_l(cos θ).  (26)

Integrating |f|² over angles gives (4π/k²)Σ_l(2l+1)sin²δ_l. The integral with an additional cos θ couples neighbouring l values, because

∫₋₁¹ x P_l(x)P_(l+1)(x) dx = 2(l+1)/[(2l+1)(2l+3)].

It is therefore (8π/k²)Σ_l(l+1)sin δ_l sin δ_(l+1) cos(δ_l−δ_(l+1)). The first sum can be written as (4π/k²)Σ_l(l+1)(sin²δ_l + sin²δ_(l+1)), since each sin²δ_l then receives the factor (l+1)+l. For any two angles a and c, the expansion of sin a = sin[c+(a−c)] gives

sin a − sin c cos(a−c) = cos c sin(a−c).

Squaring this and adding sin²c sin²(a−c) to both sides yields

sin²a + sin²c − 2 sin a sin c cos(a−c) = sin²(a−c).

The difference of the two angular integrals is therefore

σ = (4π/k²)Σ_l(l+1)sin²(δ_l−δ_(l+1)).  (27)

At 2% of the real coupling, the mean result for attraction and repulsion, divided by the square of the coupling factor, was 0.9996 times (25). At full strength, (27) gives 499 nm² for the acceptor with moving donors and 581 nm² with frozen donors. The Born value with moving donors is thus 45% above the phase-shift value. The donor term now lowers the cross-section by 14%. (With the nonlinear potential of (21) in place of (16), the two values become 509 and 596 nm², and the reduction is 15%.) The absolute reductions are similar, 78 nm² in the Born approximation and 81 nm² from phase shifts. The larger relative effect comes mainly from the smaller total.

These numbers describe one fixed acceptor and are not a mobility. There are n + 2N_A = 6.02×10¹⁴ cm⁻³ ionised centres in the crystal. Multiplying a cross-section by this density would treat all their charges as independent. Partly occupied donors also form the screening cloud, however, and their charges are correlated with nearby ions. A complete sum must include this correlation.

The screening density has uncertainties of its own. Using the donor ground level alone would give n = 2.53×10¹⁴ cm⁻³ and n* = 5.01×10¹⁴ cm⁻³. These are 26% and 13% above the values with all three levels. Equation (13) is unchanged, but an inaccurate level sum gives it the wrong n. Degeneracy is negligible here: (k_BT/n)∂n/∂μ differs from 1 by 3×10⁻⁵.

The continuum picture is less secure. A sphere of radius λ contains 2.8 donors on average, and N_D^(−1/3) = 100 nm is larger than λ. The formula therefore describes an average response, and the surroundings of individual ions can differ greatly. The separate smoothness condition for the free electrons is better satisfied on the scale of λ, since their thermal wavelength is 16.8 nm.

Random ions also spread the donor levels. If their positions and charges are taken as independent, each contributes ∫w² d³r to the variance of w. With N_I = n+2N_A,

Δ² = N_I 4πA² ∫₀^∞ exp(−2r/λ) dr = 2πN_I A²λ.  (28)

This gives Δ = 2.23 meV, or 0.43 k_BT. Averaging the electron and donor occupations over a Gaussian spread of this width, with neutrality restored, gives n = 2.137×10¹⁴ cm⁻³ and a donor term of 2.325×10¹⁴ cm⁻³. Their sum is 4.462×10¹⁴ cm⁻³, only 1% above the uniform result. The donor term falls although the mean ionised fraction moves closer to 1/2, because the average of p(1−p) is the product formed from the mean p minus the variance of p. The Gaussian form and the independent ions make this a rough estimate. It also leaves out the attraction between each charge and its own screening cloud, which lowers the ionisation energy by about A/λ = 1.4 meV, or 0.27 k_BT. A leading-order estimate that includes this attraction and the random ions raises n by about 20%. With that n, (13) gives an n* about 11% higher and a λ about 5% shorter than in the uniform model. Keeping the spread in the donor term as well reduces these changes to about 9% and 4%. None of these estimates removes the problem of having few donors within λ.

At sufficiently low temperature the mean-field picture fails. When n* has reached the constant (20), equation (17) makes λ proportional to √T. The number of donors within λ then falls as T^(3/2), while A/(λk_BT) grows as T^(−3/2). Neither the continuum nor the linear approximation survives as T tends to zero. The finite density in (20) is therefore no proof of simple exponential screening in that limit.

The example corresponds to lightly doped silicon cooled below the temperature of liquid nitrogen. Its ratio N_A/N_D = 0.2 was chosen to make compensation visible. In the neutral region of a device, a potential that changes too fast for the donors to follow moves the screening length from 87 towards 129 nm. In a depletion region, neutrality fails, and (13) cannot be used. Where the free electrons are removed and nearly all donors are ionised, both terms in (12) become small. A measured mobility also includes lattice and neutral-impurity scattering and the anisotropy of the valleys. Repeating the Born comparison at fixed energy and fixed screening lengths gives moving-to-frozen ratios of 0.896 with the transverse mass and 0.915 with the longitudinal mass. The relative effect of the donor term depends little on this choice, but these two isotropic calculations do not replace an anisotropic transport calculation.

For a mobility model of a neutral, non-degenerate region, n* is the appropriate density when donor occupation can equilibrate and the coupling A/(λk_BT) is small. By (17) this coupling equals 1/(4πn*λ³), so it is the screening density n*, not N_D, that must be large on the scale of λ. Many donors within λ are not enough: for N_D = 10¹⁶ cm⁻³ and N_A = 10¹⁴ cm⁻³ at 20 K, 50 donors lie within λ = 106 nm, but A/(λk_BT) = 0.67, and (21) gives a potential at 4λ only 0.79 times the linear one. In the present example the coupling is 0.27 and a sphere of radius λ holds only 1.2 screening charges of density n*, so the second condition is met only marginally. The spread between 87 and 129 nm shows what the assumption of moving donors contributes; it is not an error bar for the missing correlations. The remaining numerical values are in the output below.

Values computed for the example and the checks

```
INPUTS (rough typical values for Si:P)
temperature 60 K, kT = 5.170 meV
donors ND = 1.00e+15 cm^-3, acceptors NA = 2.00e+14 cm^-3
relative permittivity 11.7, valleys 6
masses: long. 0.98, trans. 0.19, dos per valley 0.3283 m_e
donor level: degeneracy 2, binding energy 45 meV
donor level: degeneracy 6, binding energy 34 meV
donor level: degeneracy 4, binding energy 33 meV
SCREENING
band density of states Nc = 2.533e+18 cm^-3
bound-state sum Z = 1.8718e+04, Nc/Z = 1.353e+14 cm^-3
free electrons n = 2.016e+14 cm^-3
ionised donors = 4.016e+14 cm^-3, fraction p = 0.4016
donor redistribution term = 2.403e+14 cm^-3
effective density = 4.419e+14 cm^-3, ratio to n = 2.192
screening length, donors moving = 87.0 nm
screening length, donors frozen = 128.8 nm
zero-temperature limit of formula = 1.60e+14 cm^-3
TABLE: T (K), n (cm^-3), n_eff (cm^-3), length (nm), A/(length kT)
  30  4.648e+10  1.601e+14  102.2  0.466
  60  2.016e+14  4.419e+14  87.0  0.274
 100  7.000e+14  7.900e+14  84.0  0.170
 300  7.986e+14  8.000e+14  144.5  0.033
TESTS
largest relative error of response formula = 2.6e-04
fixed-number site response = 0.24036, p(1-p) = 0.24032
tiny-charge far field / linear: moving 1.0001, frozen 1.0003
weak-coupling phase-shift / Born = 0.9996
ONE ACCEPTOR, electron energy 3 kT
A = 0.1231 eV nm, energy = 15.51 meV, k = 0.3656 nm^-1
b = 4k^2/q^2: moving 4044, frozen 8864
Born cross-section: moving 722.5 nm^2, frozen 800.0 nm^2
phase-shift cross-section: moving 499.4 nm^2, frozen 580.6 nm^2
moving/frozen ratio: Born 0.9030, phases 0.8602
NEGLECTED EFFECTS
band degeneracy: (kT/n) dn/dmu = 0.999972
ground donor level only: n = 2.534e+14, n_eff = 5.013e+14 cm^-3
acceptor strength A/(length kT) = 0.274, A/kT = 23.8 nm
nonlinear far field / linear, real acceptor = 1.0241
donors in sphere of one screening length = 2.76
donor spacing ND^(-1/3) = 100.0 nm
thermal wavelength = 16.8 nm
ionised centres n+2NA = 6.016e+14 cm^-3
rms donor-level disorder = 2.23 meV
with disorder: n = 2.137e+14, donor term = 2.325e+14 cm^-3
with disorder: n_eff = 4.462e+14 cm^-3
Born moving/frozen ratio with transverse mass = 0.8960
Born moving/frozen ratio with longitudinal mass = 0.9146
```
